# Charged dangling bonds that bend the bands at silicon (111)

## Problem

An n-type silicon crystal with donor density $N_D=10^{15}\ \mathrm{cm^{-3}}$ ends in an ideal, unreconstructed (111) surface. Its bands bend upward by $V_b=0.5$ eV towards the surface. The crystal is in the dark, in equilibrium at 300 K, and the only surface charge is that of dangling bonds which have each captured one extra electron.

(a) What fraction of the outermost atoms must carry such a charged bond?

(b) How much do the mobile carriers change the estimate?

(c) How many dangling bonds, charged and neutral together, must be present?

Use the rough values $\varepsilon=11.7$ for the dielectric constant and $a=0.543$ nm for the cubic lattice constant. The formulas are in Gaussian units, where $e^2=1.440$ eV nm.

The direction of bending matters. Upward bending drives electrons away and leaves positive donors, which balance a negative surface charge. Downward bending would gather electrons at the surface, and the depletion formula below would not apply.

## Solution

### (a) The charged fraction

**Counting surface atoms.** Each silicon atom has four bonds. In the (111) stacking, an outermost atom has three bonds slanting down to the atoms just below it and one along the surface normal. Cutting the crystal through the normal bonds leaves one dangling bond per outermost atom. These atoms form a triangular lattice of spacing $a/\sqrt2$, so the area per atom is

$$A=\frac{\sqrt3}{2}\left(\frac{a}{\sqrt2}\right)^2=\frac{\sqrt3\,a^2}{4},\qquad N_\text{surf}=\frac1A=\frac{4}{\sqrt3\,a^2}=7.83\times10^{14}\ \mathrm{cm^{-2}}.$$

**Potential in the depleted layer.** Let $x$ be the depth, and let $V(x)$ be the electron's potential energy relative to the bulk. Suppose that electrons are absent for $0<x<W$ and that the crystal is neutral beyond $W$. The charge density in the layer is $\rho=eN_D$. Poisson's equation for the electric potential $\phi$ is $\phi''=-4\pi\rho/\varepsilon$. Since $V=-e\phi$,

$$V''=\frac{4\pi e^2N_D}{\varepsilon}.$$

The neutral bulk has no field, so $V'(W)=0$, and $V(W)=0$ by the choice of zero. Integrating twice from $W$ gives

$$V'=-\frac{4\pi e^2N_D}{\varepsilon}(W-x),\qquad V=\frac{2\pi e^2N_D}{\varepsilon}(W-x)^2.$$

At the surface $V(0)=V_b$, hence

$$W=\sqrt{\frac{\varepsilon V_b}{2\pi e^2N_D}}.$$

**Neutrality.** With no field outside the crystal, the negative surface charge balances the donor charge. The density of charged bonds is therefore

$$N_s=N_DW=\sqrt{\frac{\varepsilon N_DV_b}{2\pi e^2}},\qquad f=\frac{N_s}{N_\text{surf}}.$$

**Numbers.** Since $1\ \mathrm{cm}=10^7$ nm, the donor density is $10^{-6}\ \mathrm{nm^{-3}}$. Then

$$W=\sqrt{\frac{11.7\times0.5}{2\pi\times1.440\times10^{-6}}}\ \mathrm{nm}=804\ \mathrm{nm},$$

$$N_s=10^{-6}\times804\ \mathrm{nm^{-2}}=8.04\times10^{10}\ \mathrm{cm^{-2}},$$

$$f=\frac{8.04\times10^{10}}{7.83\times10^{14}}\approx1.0\times10^{-4}.$$

About one outermost atom in ten thousand must carry a charged bond. So few suffice because the donors that balance the surface charge lie far from it, at a mean depth $W/2\approx402$ nm. The bending is the slope of $V$ at the surface times this depth, $V_b=(4\pi e^2N_s/\varepsilon)(W/2)$, so a large depth needs only a small charge.

At fixed bending, $f$ grows as $\sqrt{N_D}$. Raising the doping a hundredfold, to $10^{17}\ \mathrm{cm^{-3}}$, therefore raises the required fraction tenfold, to about $10^{-3}$. At fixed doping, $f$ grows roughly as $\sqrt{V_b}$, provided that $V_b$ is many times $kT$ and few holes gather at the surface.

### (b) Mobile carriers

The edge of the depleted layer is not sharp. For a nondegenerate crystal the electron density is $n=N_De^{-V/kT}$, with $kT=0.02585$ eV. Leaving out holes for the moment, Poisson's equation becomes

$$V''=\frac{4\pi e^2N_D}{\varepsilon}\left(1-e^{-V/kT}\right).$$

Multiply by $V'$, so that the left side is the derivative of $(V')^2/2$, and integrate from the bulk, where $V=V'=0$:

$$\frac{(V')^2}{2}=\frac{4\pi e^2N_D}{\varepsilon}\left[V+kT\left(e^{-V/kT}-1\right)\right].$$

At the surface, Gauss's law gives $|V'(0)|=4\pi e^2N_s/\varepsilon$. Substituting this and solving for $N_s^2$ gives

$$N_s^2=\frac{\varepsilon N_D}{2\pi e^2}\left[V_b-kT+kTe^{-V_b/kT}\right].$$

Here $V_b/kT\approx19$, so the last exponential is negligible. The correction replaces $V_b$ by $V_b-kT$:

$$N_s\approx\sqrt{\frac{\varepsilon N_D(V_b-kT)}{2\pi e^2}}=7.83\times10^{10}\ \mathrm{cm^{-2}}.$$

The electron tail smears the layer's edge, so some of the positive charge lies deeper than it would with a sharp edge. Charge farther from the surface contributes more to the bending, so a slightly smaller total charge gives the same bending.

Holes add positive charge close to the surface. With a rough intrinsic density $n_i=10^{10}\ \mathrm{cm^{-3}}$, their density there is

$$p_s=\frac{n_i^2}{N_D}e^{V_b/kT}=2.5\times10^{13}\ \mathrm{cm^{-3}},$$

which is small beside $N_D$. Stepwise numerical integration of Poisson's equation from the bulk to the surface, with both carriers included, gives $N_s=7.84\times10^{10}\ \mathrm{cm^{-2}}$. The sharp-edge estimate is 2.6% above this value. With stronger bending $p_s$ grows exponentially; once it reaches $N_D$, at $V_b=2kT\ln(N_D/n_i)$, or 0.595 eV here, the surface is strongly inverted and the square-root law soon fails. Holes outnumber electrons at the surface from half this bending on, so at 0.5 eV the surface is already weakly inverted, but both carrier densities are still small beside $N_D$.

### (c) Charged bonds and all bonds

A neutral dangling bond holds one electron and bends nothing. A negative one holds two. Let the first electron have energy $E_1$, and let adding the second cost $E_a$, the acceptor level. With the Fermi level $E_F$, the statistical weights are

$$w_0=2e^{-(E_1-E_F)/kT},\qquad w_-=e^{-(E_1+E_a-2E_F)/kT}.$$

The factor 2 counts the two spin directions of a single electron; two paired electrons have one spin state. Define $\Delta=E_a-E_F$ at the surface. Then $w_0/w_-=2e^{\Delta/kT}$, and the total density of bonds is

$$N_\text{total}=N_s\left(1+2e^{\Delta/kT}\right).$$

This treats the bonds as independent and neglects bonds that have lost their electron. The table holds the bending, doping and temperature fixed and uses $f$ from part (a).

| $\Delta$ (eV) | Dangling bonds per outermost atom |
|---:|---:|
| $-0.1$ | $1.1\times10^{-4}$ |
| $0$ | $3.1\times10^{-4}$ |
| $+0.1$ | $9.9\times10^{-3}$ |
| $+0.2$ | $0.47$ |

If the acceptor level lies well below the Fermi level, nearly all bonds are charged and the answer to (a) is also the answer to (c). If it lies 0.2 eV above, almost half the surface atoms need a dangling bond to supply the same charge.

There cannot be more bonds than outermost atoms. Setting $N_\text{total}\le N_\text{surf}$ gives $1+2e^{\Delta/kT}\le1/f$, or

$$\Delta\le kT\ln\left[\frac12\left(\frac1f-1\right)\right]=0.220\ \mathrm{eV}.$$

Any positively charged bonds would cancel part of the negative charge and make the condition stricter.

This limit can be stated relative to the conduction-band edge $E_C$. With a rough effective density of states $N_c=2.8\times10^{19}\ \mathrm{cm^{-3}}$, the bulk relation $N_D=N_ce^{-(E_C-E_F)/kT}$ gives

$$(E_C-E_F)_\text{bulk}=kT\ln\frac{N_c}{N_D}=0.265\ \mathrm{eV}.$$

Upward bending raises this separation to $0.265+0.500=0.765$ eV at the surface. The acceptor level must therefore lie at least $0.765-0.220=0.545$ eV below $E_C$. This figure is for independent bonds. Charged bonds repel and avoid one another, which lowers their energy relative to the mean potential by about 9 meV at this density and relaxes the limit by about 0.01 eV.

A shallower level limits the bending, because it rises with the bands and empties. Take a level 0.30 eV below $E_C$ and a dangling bond on every outermost atom. For a bending $V$, the level lies $\Delta=0.265\ \mathrm{eV}+V-0.30\ \mathrm{eV}$ above $E_F$. The bending must satisfy

$$N_s(V)=\frac{N_\text{surf}}{1+2e^{\Delta/kT}},$$

where $N_s(V)$ is the charge needed for that bending, with mobile carriers included. Numerical root finding gives $V=0.264$ eV. In this model such a level cannot produce the requested 0.5 eV, however many surface atoms have dangling bonds.

## How far the model holds

**Discrete charges.** The charged bonds have a typical spacing of $1/\sqrt{N_s}=35$ nm, much less than $W$, which supports treating them as a sheet on the scale of the layer. Closer to the surface their random positions matter. A charge on the boundary between silicon and vacuum has a radial field of equal strength $E$ on both sides. Gauss's law for a sphere of radius $r$ reads $2\pi r^2(\varepsilon+1)E=4\pi e$, so its interaction energy with an electron is $2e^2/[(\varepsilon+1)r]$. For independently placed charges, variances add. At depth $z$, counting charges out to a lateral distance $W$,

$$\begin{aligned}
\sigma^2&=N_s\left(\frac{2e^2}{\varepsilon+1}\right)^2\int_0^W\frac{2\pi R\,dR}{R^2+z^2}\\
&=\pi N_s\left(\frac{2e^2}{\varepsilon+1}\right)^2\ln\left(1+\frac{W^2}{z^2}\right).
\end{aligned}$$

At $z=35$ nm, $\sigma\approx29$ meV. The cutoff at $W$ is a rough stand-in for screening by the neutral bulk, so this is a size, not a precise prediction. Treating the bulk as a conducting plane at depth $W$ gives 24 meV instead, and the randomly placed donors, left out above, add about 11 meV in quadrature, for 26 meV in all. It is small beside 0.5 eV but comparable with $kT$. The logarithm grows towards the surface, giving about 42 meV at $z=1$ nm, so the bonds themselves feel somewhat larger shifts. These values assume independent positions, which fits a surface where nearly all bonds are charged and fixed in place. With the acceptor level 0.1 eV below the Fermi level, unscreened shifts of this size lower the average charged share from 96% to about 91%; with it 0.2 eV below, they hardly matter. If the level lies above the Fermi level, the charges can move among the many neutral bonds and avoid one another. They then screen the fluctuations beyond a length $(\varepsilon+1)kT/(4\pi e^2N_s)\approx23$ nm, and a linear-screening estimate for the surface charges gives only about 8 meV at $z=35$ nm and 23 meV at $z=1$ nm.

**Field and tunnelling.** The surface field corresponds to $2V_b/(eW)=0.012$ MV/cm, far below a rough breakdown field of 0.3 MV/cm. For tunnelling, the [111] direction makes equal angles with all the conduction-valley axes. Rough longitudinal and transverse masses of $0.92m$ and $0.19m$ then give $1/m^*=(1/0.92+2/0.19)/(3m)$, or $m^*=0.258m$. For an electron at the foot of the barrier, the semiclassical exponent is

$$\frac{2}{\hbar}\int_0^W\sqrt{2m^*V(x)}\,dx=\frac{2\sqrt{2m^*V_b}}{\hbar}\int_0^W\left(1-\frac{x}{W}\right)dx=\frac{\sqrt{2m^*V_b}\,W}{\hbar}\approx1480.$$

Thermal passage over the barrier has the exponent $V_b/kT\approx19$, so tunnelling from the foot is negligible by comparison.

**Real wafers.** The doping is that of a lightly doped wafer, and wet etching can leave a silicon (111) surface terminated by hydrogen, with few dangling bonds. In the model, a fraction of $10^{-4}$ is enough for 0.5 eV if the bonds are charged, so a small number of remaining bonds can matter, by an amount that depends on their level: with the level 0.30 eV below $E_C$, the same fraction bends the bands by only 0.05 eV. The acceptor level is an input here; the model does not say where it lies for a real bond. Values reported for dangling bonds at the oxidized (111) surface are roughly 0.3 eV below $E_C$, close to the shallow level tried in part (c). By part (c), nearly all of them are charged only if their acceptor level lies about 0.1 eV or more below the Fermi level at the surface, which here means at least 0.865 eV below $E_C$. With a shallower level more bonds are needed, and with one less than about 0.54 eV below $E_C$ dangling bonds alone cannot produce this bending in the model. Real surfaces may also carry charge in an oxide or in adsorbed species. An added positive charge of $8\times10^{10}$ elementary charges per $\mathrm{cm^2}$ at the surface would double the number of negative bonds needed; an equal negative charge would remove the need for them. On a bare surface, bonds interact and the atoms rearrange, so the independent-bond table in (c) is not a prediction for it. The charge balance in (a) still holds there if $N_s$ is read as the net negative surface charge.

Numerical values quoted here were computed with a short program.
